# Delta-SCF Forces and the Gradient of the Spin-Purified Singlet, part 2

We seek the derivative, with respect to a nuclear coordinate \(x\), of the energy of an excited determinant that is stationary but need not be a minimum. Orbitals are real, occupations are fixed integers, and units are atomic unless stated.

The basis has overlap matrix \(S\), one-electron matrix \(h\) and two-electron integrals \((\mu\nu|\lambda\tau)\); \(V\) is the nuclear repulsion. A superscript \(x\) denotes a derivative. Spin \(\sigma\) has density matrix \(P_\sigma\) and Fock matrix \(F_\sigma\), and \(P=P_\alpha+P_\beta\). Orbitals \(c_i\) are columns of \(C\); \(i,j\) are occupied, \(a,b\) vacant, and \(n\) is the diagonal matrix of occupations. At fixed densities,

\[
E^{(x)}=V^x+\mathrm{Tr}(Ph^x)+\tfrac12\sum_{\mu\nu\lambda\tau}\Big[P_{\mu\nu}P_{\lambda\tau}-\sum_\sigma P^\sigma_{\mu\tau}P^\sigma_{\nu\lambda}\Big](\mu\nu|\lambda\tau)^x .
\]

A symmetry argument fixed the overlap term, and the chain rule, with \(dC/dx=CU\), proved that when \(F_{ai}=0\) for each spin

\[
\frac{dE}{dx}=E^{(x)}-\mathrm{Tr}(WS^x),\qquad W=\sum_\sigma P_\sigma F_\sigma P_\sigma .
\tag{2}
\]

Otherwise the response \(2\sum_\sigma\sum_{ai}F^\sigma_{ai}U^\sigma_{ai}\) is added.

A second derivation uses free rotation angles \(\kappa_{ai}\), one set per spin. With \(C_0\) the orbitals at \(x_0\),

\[
M(x)=C_0^TS(x)C_0,\qquad M(x_0)=1 ,
\]

\(\bar C(x)=C_0M(x)^{-1/2}\) is orthonormal, and \(C(\kappa,x)=\bar C(x)e^{\mathcal K}\), where \(\mathcal K_{ai}=\kappa_{ai}\), \(\mathcal K_{ia}=-\kappa_{ai}\) and the other blocks vanish. The energy is \(\mathcal E(\kappa,x)\); at \(\kappa=0\), \(x=x_0\),

\[
\frac{\partial\mathcal E}{\partial\kappa_{ai}}=2F_{ai}.
\]

The example is the \(\pi\to\pi^*\) excitation of ethylene in unrestricted Hartree-Fock/6-31G, at a C-C distance of 1.40 Å. Subscripts \(M\) and \(T\) denote the mixed determinant (open-shell electrons of opposite spin) and the triplet (equal spin), optimized separately. The purified singlet energy is \(E_S=2E_M-E_T\), with weights derived for common orbitals. Separate optimization raised it by 0.0135 hartree over its value with restricted ground-state orbitals. The slopes \(g_M,g_T,g_S\), in hartree/bohr, are the derivatives of \(E_M,E_T,E_S\) as one CH₂ group moves rigidly away from the other along the C-C axis. The "frozen" mixed determinant takes its orbitals from the restricted ground state at every geometry.

### When a saddle can be followed

At the next geometry, the stationary point must satisfy \(\partial\mathcal E/\partial\kappa=0\) again. Differentiating this condition along the solution gives

\[
H\frac{d\kappa}{dx}+\frac{\partial^2\mathcal E}{\partial\kappa\,\partial x}=0,\qquad
H=\frac{\partial^2\mathcal E}{\partial\kappa\,\partial\kappa}.
\]

If \(H\) has no zero eigenvalue, the implicit function theorem supplies one smooth solution \(\kappa(x)\) near the old one. Negative eigenvalues do no harm. What matters is that none is zero.

This condition is sufficient but not necessary. A rotation along which the energy is constant by symmetry gives a zero eigenvalue, although the energy of the state may still vary smoothly with \(x\). A zero eigenvalue can also mark a place where another solution branches off while the original one continues smoothly. The restricted ground state of ethylene in the 6-31G basis does this near 1.31 Å, where an unrestricted solution branches off. A third possibility is that two stationary solutions meet and disappear. In that case \(d\kappa/dx\) can diverge, and no force can be assigned by following the solution further.

### Derivative at fixed angles

Along the solution,

\[
\frac{dE}{dx}=\frac{\partial\mathcal E}{\partial x}+\sum_{ai}\frac{\partial\mathcal E}{\partial\kappa_{ai}}\frac{d\kappa_{ai}}{dx}
=\frac{\partial\mathcal E}{\partial x},
\]

with the sum taken over both spins. The remaining derivative is taken at fixed angles, but the orthonormal set \(\bar C(x)\) still moves. To find its derivative, put \(Z=M^{-1/2}\), so that \(ZMZ=1\). At \(x_0\), where \(Z=M=1\), differentiation gives

\[
2Z^x+M^x=0,\qquad Z^x=-\tfrac12M^x,\qquad M^x=C_0^TS^xC_0 .
\]

For one spin, the density at \(\kappa=0\) is \(P_\sigma=\bar Cn\bar C^T\), and its derivative at fixed angles is

\[
\frac{\partial P_\sigma}{\partial x}=-\tfrac12C_0(M^xn+nM^x)C_0^T .
\]

With \(\tilde F=C_0^TF_\sigma C_0\), the corresponding energy change is

\[
\mathrm{Tr}\Big(F_\sigma\frac{\partial P_\sigma}{\partial x}\Big)
=-\tfrac12\mathrm{Tr}\big[\tilde F(M^xn+nM^x)\big]
=-\tfrac12\mathrm{Tr}\big[(n\tilde F+\tilde Fn)M^x\big].
\]

Stationarity makes \(\tilde F\) block diagonal, so \(n\tilde F=\tilde Fn=n\tilde Fn\). The expression becomes

\[
-\mathrm{Tr}(n\tilde FnM^x)=-\mathrm{Tr}\big(C_0nC_0^TF_\sigma C_0nC_0^TS^x\big)=-\mathrm{Tr}(P_\sigma F_\sigma P_\sigma S^x).
\]

Adding both spins and the change of the integrals at fixed density, \(E^{(x)}\), reproduces (2).

Stationarity has entered twice. It removed \(d\kappa/dx\), and it removed the mixing of occupied and vacant orbitals caused by the moving orthonormal set. The connection with the first derivation is

\[
U_{ai}=-\tfrac12M^x_{ai}+\frac{d\kappa_{ai}}{dx}.
\]

For a non-stationary determinant, the division between these two terms depends on how the orthonormal set is transported. Their sum does not.

This form also shows how convergence errors behave. If the angles are wrong by a small \(\delta\), the energy error is \(\tfrac12\delta^TH\delta\), of second order. The fixed-angle slope changes by \(\delta^T\partial^2\mathcal E/\partial\kappa\partial x\), which is generally of first order. At a saddle the energy error may have either sign, whereas at a minimum it cannot be negative.

### Stationary but not minimal

To see why an excited determinant can be a saddle, rotate one occupied orbital into one vacant orbital of the same spin:

\[
c_i(\theta)=\cos\theta\,c_i+\sin\theta\,c_a .
\]

A determinant is linear in each of its columns. The rotated determinant is therefore \(\cos\theta\,|0\rangle+\sin\theta\,|1\rangle\), where \(|0\rangle\) is the original determinant and \(|1\rangle\) has \(a\) in place of \(i\). In Hartree-Fock theory the energy is the expectation value of the Hamiltonian \(\hat H\), so

\[
E(\theta)=E_0\cos^2\theta+E_1\sin^2\theta+2\langle0|\hat H|1\rangle\sin\theta\cos\theta .
\]

The first derivative at \(\theta=0\) is \(2\langle0|\hat H|1\rangle\), which vanishes at a stationary point. The second derivative is

\[
E''(0)=2(E_1-E_0).
\]

If undoing the excitation with the orbitals held fixed lowers the energy, this curvature is negative and the excited solution is not a minimum. The condition has to be checked. Orbital relaxation may lower the excited determinant so far that undoing the excitation in its own orbitals costs energy. For a Kohn-Sham functional, \(E(\theta)\) need not have this form, and the second derivatives of the functional itself must be examined.

For the mixed determinant of ethylene at a C-C distance of 1.40 Å, undoing the excitation changes the energy by \(-0.2257\) hartree. Twice this value agrees, within rounding, with the curvature \(-0.4515\) hartree taken from the matrix \(H\).

The lowest eigenvalue of \(H\) cannot exceed any of its diagonal elements, since a diagonal element is the curvature along one unit vector. It is in fact \(-0.7231\) hartree, because this rotation is coupled to others. The next eigenvalue is \(+0.1947\) hartree, so the mixed determinant is a saddle with one descending direction among the real rotations within each spin. Rotations that mix the two spins are not included in \(H\). The triplet has no negative eigenvalue, and its lowest is \(0.4186\) hartree. Neither matrix has an eigenvalue near zero, so both solutions can be followed. The matrix \(H\) of the mixed determinant was itself tested against energy changes along its lowest eigenvector and along a random direction.

### The purified energy as one stationary function

The same reasoning can be applied to the singlet estimate as a whole. Give the two determinants independent angles and define

\[
\mathcal G(\kappa_M,\kappa_T,x)=2\mathcal E_M(\kappa_M,x)-\mathcal E_T(\kappa_T,x).
\]

At the two self-consistent solutions,

\[
\frac{\partial\mathcal G}{\partial\kappa_M}=2\frac{\partial\mathcal E_M}{\partial\kappa_M}=0,\qquad
\frac{\partial\mathcal G}{\partial\kappa_T}=-\frac{\partial\mathcal E_T}{\partial\kappa_T}=0 .
\]

Hence \(E_S\) is a stationary value of \(\mathcal G\), and its total derivative is the derivative at fixed angles. Applying the result for one determinant to each term gives

\[
\frac{dE_S}{dx}=2\big[E_M^{(x)}-\mathrm{Tr}(W_MS^x)\big]-\big[E_T^{(x)}-\mathrm{Tr}(W_TS^x)\big],
\tag{4}
\]

the gradient found in the first half.

The second derivatives of \(\mathcal G\) form two separate blocks, \(2H_M\) and \(-H_T\). If the triplet is a minimum and \(H_T\) has no zero eigenvalue, the second block has negative eigenvalues only. The purified energy then fails to be a minimum of \(\mathcal G\) even if the mixed determinant is one. This is the general reason why relaxing the triplet raises the singlet estimate, as happened in ethylene.

The one-electron and overlap terms in (4) may be combined, using \(2P_M-P_T\) and \(2W_M-W_T\). The two-electron term may not. Let \(Q(P)\) denote this term in \(E^{(x)}\), a quadratic form in the pair of spin densities, and \(B\) its symmetric bilinear form, with \(B(P,P)=Q(P)\). Then

\[
Q(2P_M-P_T)=4Q(P_M)-4B(P_M,P_T)+Q(P_T),
\]

and therefore

\[
2Q(P_M)-Q(P_T)-Q(2P_M-P_T)=-2Q(P_M)+4B(P_M,P_T)-2Q(P_T)=-2Q(P_M-P_T).
\]

Inserting a purified density into the ordinary two-electron gradient would omit this last contribution. The two determinants should be differentiated separately and their gradients combined afterwards.

### A bond length on the purified surface

Equation (4) implies that at a stationary geometry of the purified singlet

\[
2g_M=g_T
\]

for every coordinate that is optimized. The two determinants need not be free of force.

In the example, one CH₂ group is moved rigidly along the C-C axis while all other internal coordinates stay fixed. The slopes vanish at these C-C distances:

- restricted ground state: 1.323 Å
- triplet: 1.530 Å
- mixed determinant: 1.495 Å
- purified singlet: 1.464 Å

At the last distance, \(g_M=-0.02499\) and \(g_T=-0.04997\) hartree/bohr, so \(2g_M=-0.04998\) equals \(g_T\) within the accuracy of the interpolation used to locate the distance. A search that used purified energies alone, without forces, gave the same distance.

The purified bond is shorter than the mixed one. At the mixed minimum \(g_M=0\), so \(g_S=-g_T\). The triplet prefers a longer bond and there has \(g_T<0\), which makes \(g_S\) positive and drives the purified singlet towards a shorter bond.

A harmonic model gives an estimate of how far it moves. Let \(g_M=k_M(r-r_M)\) and \(g_T=k_T(r-r_T)\), where \(r_M\) and \(r_T\) are the two equilibrium distances and \(k_M\) and \(k_T\) the force constants. Setting \(2g_M-g_T=0\) gives

\[
r_S=\frac{2k_Mr_M-k_Tr_T}{2k_M-k_T}.
\]

For equal force constants this becomes \(2r_M-r_T\), which is 1.460 Å here, about 0.004 Å below the calculated distance. This is only a rough estimate, because the two force constants are not equal in ethylene and the curves are not harmonic. With the curvatures at the two minima, \(k_M\approx0.39\) and \(k_T\approx0.34\) hartree/bohr², the harmonic formula gives 1.469 Å, about 0.005 Å above the calculated distance. The closeness of \(2r_M-r_T\) therefore owes something to the two errors cancelling. The purified curve has force constant \(2k_M-k_T\). If the triplet is more than twice as stiff as the mixed determinant, the stationary point is a maximum along the bond, although both component curves have minima.

These distances are not converged with the basis. In 6-31+G* they are 1.322, 1.528, 1.475 and 1.424 Å in the order listed: the ordering is unchanged, but the purified distance is 0.04 Å shorter. They also describe a single path. Twisting and the other relaxations of the excited molecule are left out, and a full optimization would require (4) to vanish for all coordinates.

### What each derivation assumes

Both derivations assume real orbitals, fixed integer occupations and an energy that depends on the determinant through its density matrices. Both require the same solution to be followed from one geometry to the next. If the iterations switch to another determinant, the calculated energies belong to different curves, and their difference is not the integral of either force.

The chain-rule derivation assumes that the orbitals have a derivative \(U\) with respect to \(x\). It does not establish that they do. In return, it applies to any differentiable family of determinants and displays the term that is missing when the orbitals are not stationary. It is the derivation to use when orbitals are borrowed from another state.

The derivation with rotation angles assumes stationarity from the start, and a non-singular \(H\) then guarantees that the solution can be followed. It shows why the sign of the curvature is irrelevant to the force while a zero curvature may not be. It also treats \(2E_M-E_T\) as one stationary function, although this energy is not constructed as the expectation value of a single wave function when the orbitals differ.

The symmetry argument assumes more than either: that a formula without orbital derivatives exists. Given that, invariance under a change of basis determines the overlap term.

None of the three makes the purified energy a better approximation to the singlet. For ethylene at a C-C distance of 1.40 Å, \(\langle S^2\rangle\) is 1.0007 for the mixed determinant and 2.0192 for the triplet. The first is close to 1, the value for equal singlet and triplet weights, and the second is close to the pure triplet value of 2. This supports the weights 2 and \(-1\) in this case, but it does not restore the common orbitals from which they were derived. When \(\langle S^2\rangle\) of the mixed determinant is far from 1, equation (4) is still the correct derivative of \(2E_M-E_T\), but that energy has lost its justification as a singlet energy.

## Computed values

```
Ethylene pi->pi*, UHF/6-31G; C-C axis along z
  C at (0.00, 0.00, 0.00) angstrom
  H at (0.05, 0.93, -0.56) angstrom
  H at (-0.02, -0.91, -0.58) angstrom
  C at (0.00, 0.00, 1.40) angstrom
  H at (0.03, 0.92, 1.97) angstrom
  H at (0.04, -0.94, 1.95) angstrom
E ground (restricted)      -77.996672 hartree
E mixed                    -77.768526 hartree
E triplet                  -77.900878 hartree
E purified singlet         -77.636175 hartree
Vertical excitation, mixed     6.208 eV
Vertical excitation, triplet   2.607 eV
Vertical excitation, purified  9.810 eV
<S^2> mixed, triplet       1.0007, 2.0192
Largest |F_ai| of mixed    4.6e-15 hartree
Negative Hessian eigenvalues: mixed 1, triplet 0
Two lowest, mixed          -0.7231, 0.1947 hartree
Lowest, triplet            0.4186 hartree
E1-E0 on undoing excitation -0.2257 hartree
Curvature of that rotation -0.4515 hartree
Slopes along C-C at the reference geometry, hartree/bohr:
  mixed    fixed-density 0.083175, overlap -0.173050, total -0.089875
  triplet  fixed-density 0.018164, overlap -0.134391, total -0.116227
  purified total -0.063522
Difference step            1e-03 bohr
Largest deviation M, T, S over 3 directions: 2.6e-07, 2.7e-07, 2.6e-07 hartree/bohr
Common ground-state orbitals:
  E mixed                  -77.764454 hartree
  E triplet                -77.879229 hartree
  E singlet configuration  -77.649679 hartree
  exchange K = E_M - E_T   0.114775 hartree
Frozen mixed determinant, slope along C-C, hartree/bohr:
  ground-state form        -0.093656
  response term            -0.001048
  sum                      -0.094704
  energy difference        -0.094704
C-C distance at zero slope, from 8 distances, rest fixed:
  ground                   1.3228 angstrom
  triplet                  1.5300 angstrom
  mixed                    1.4947 angstrom
  purified                 1.4637 angstrom
  purified, energies only  1.4637 angstrom
  2 r_mixed - r_triplet    1.4595 angstrom
At purified minimum: mixed slope -0.024989, triplet slope -0.049974 hartree/bohr
```
